# Davidson's correction vector from relaxing one coefficient at a time

## Symmetry and the form of the answer

Let $H$ be a real symmetric matrix in an orthonormal basis $\{e_i\}$, and let $c$ be a normalized approximation to one of its eigenvectors. Its mean energy and residual are

$$\theta=c^THc,\qquad r=Hc-\theta c. \tag{1}$$

Suppose that one coefficient, $c_i$, is changed to $c_i+\delta$ while all others are held fixed. Which $\delta$ makes the mean energy stationary? Much of the answer follows from symmetry.

The energy of the changed vector depends on four numbers: $\theta$, $c_i$, $(Hc)_i=r_i+\theta c_i$ and $H_{ii}$. Adding a constant to $H$ shifts $\theta$ and $H_{ii}$ equally and leaves $r_i$ and the best $\delta$ unchanged. The two diagonal energies can therefore enter through the difference $\theta-H_{ii}$ alone. Multiplying $H$ by a positive number changes the unit of energy, but $\delta$ has no unit, so energies must enter as the ratio $r_i/(\theta-H_{ii})$. Finally, the gradient of the mean energy along $e_i$ at $c$ is $2r_i$, as equation (4) will confirm, so $\delta=0$ is stationary when $r_i=0$. For small $r_i$ and $\theta\ne H_{ii}$, the solution that vanishes with $r_i$ must have the form

$$\delta\simeq g(c_i)\,\frac{r_i}{\theta-H_{ii}}. \tag{2}$$

Reversing the sign of the basis vector $e_i$ reverses $c_i$, $r_i$ and $\delta$, so $g$ is an even function. Symmetry does not determine it further. The calculation below gives $g=1$, which is Davidson's formula.

The algebra is in atomic units; numerical energies are in eV.

## Relaxing one coefficient

The changed vector $c+\delta e_i$ is not normalized, so its mean energy is the Rayleigh quotient

$$\rho(\delta)=\frac{\theta+2\delta(Hc)_i+\delta^2H_{ii}}{N},\qquad N=1+2c_i\delta+\delta^2. \tag{3}$$

The factors of two arise because the cross terms occur twice in each quadratic form. Subtract $\theta=\theta N/N$ and define $\Delta_i=H_{ii}-\theta$. The linear term becomes $2\delta[(Hc)_i-\theta c_i]=2\delta r_i$, so

$$\rho(\delta)-\theta=\frac{2r_i\delta+\Delta_i\delta^2}{N}. \tag{4}$$

Since $N=1$ at $\delta=0$, the initial slope is $2r_i$, as used above. For general $\delta$ the quotient rule gives

$$\frac{N^2}{2}\rho'(\delta)=(r_i+\Delta_i\delta)(1+2c_i\delta+\delta^2)-(2r_i\delta+\Delta_i\delta^2)(c_i+\delta). \tag{5}$$

The first product is
$$r_i+2c_ir_i\delta+r_i\delta^2+\Delta_i\delta+2c_i\Delta_i\delta^2+\Delta_i\delta^3,$$
and the second is
$$2c_ir_i\delta+2r_i\delta^2+c_i\Delta_i\delta^2+\Delta_i\delta^3.$$
In the difference the cubic terms cancel, as do the terms $2c_ir_i\delta$. What remains is

$$\frac{N^2}{2}\rho'(\delta)=r_i+\Delta_i\delta+(c_i\Delta_i-r_i)\delta^2. \tag{6}$$

To first order in small quantities the last term is dropped, and $r_i+\Delta_i\delta=0$. The solution is

$$\delta_0=-\frac{r_i}{\Delta_i}=\frac{r_i}{\theta-H_{ii}}. \tag{7}$$

The minus sign has been absorbed by reversing the denominator. Equation (7) has a direct reading: row $i$ of the eigenvalue equation, $[(H-\theta)(c+\delta e_i)]_i=0$, is also $r_i+(H_{ii}-\theta)\delta=0$. Davidson's change satisfies that one row with the energy frozen at its old value.

## The exact change and the size of the error

Divide (6) by $\Delta_i$ and use $r_i=-\Delta_i\delta_0$:

$$\rho'(\delta)=\frac{2\Delta_i}{N^2}\left[\delta-\delta_0+(c_i+\delta_0)\delta^2\right]. \tag{8}$$

The root of the bracket that vanishes with $\delta_0$ is

$$\delta=\frac{2\delta_0}{1+s},\qquad s=\sqrt{1+4\delta_0(c_i+\delta_0)}. \tag{9}$$

This is the usual quadratic formula with numerator and denominator multiplied by $1+s$, so it also holds when $c_i+\delta_0=0$. The root is real, because $s^2=(c_i+2\delta_0)^2+1-c_i^2$, which is positive for $|c_i|<1$.

At this root the derivative of the bracket in (8) is $1+2(c_i+\delta_0)\delta=s>0$. The second derivative of $\rho$ is therefore $2\Delta_is/N^2$, with the sign of $\Delta_i$. If $H_{ii}>\theta$ the stationary point is a minimum; if $H_{ii}<\theta$ it is a maximum. In a search for the lowest state, a basis state below the current energy is thus treated wrongly by (7).

Setting the bracket to zero and substituting $\delta\simeq\delta_0$ in the quadratic term gives the error of Davidson's value:

$$\delta=\delta_0-(c_i+\delta_0)\delta^2=\delta_0-c_i\delta_0^2+O(\delta_0^3). \tag{10}$$

The error is of second order if $c_i\neq0$, and of third order if $c_i=0$. In the numerical check, halving the small parameter reduces the error by factors of 4.000 and 7.993 in the two cases, close to the expected 4 and 8.

Inserting $\delta_0$ into (4), the numerator is $-2r_i^2/\Delta_i+r_i^2/\Delta_i=-r_i^2/\Delta_i$. Hence

$$\rho(\delta_0)-\theta=\frac{1}{N_0}\,\frac{r_i^2}{\theta-H_{ii}},\qquad N_0=1+2c_i\delta_0+\delta_0^2. \tag{11}$$

The energy change is quadratic in the residual. This is why freezing the energy at $\theta$ was adequate for the first-order change of the coefficient.

The approximation fails when $H_{ii}$ approaches $\theta$ at fixed nonzero $r_i$, because $\delta_0$ then grows without limit. The true stationary change stays finite: with $\Delta_i=0$, equation (6) gives $r_i(1-\delta^2)=0$, or $\delta=\pm1$. The sign opposite to that of $r_i$ lowers the energy, by (4). A large Davidson coefficient signals strong mixing and should not be read as a reliable amplitude.

## All coefficients together

Davidson's correction vector collects the separate changes, all evaluated with the same $\theta$ and $r$:

$$t_i=\frac{r_i}{\theta-H_{ii}}. \tag{12}$$

To see what this simultaneous use neglects, split $H=D+O$ into its diagonal part $D$ and off-diagonal part $O$. Because $c^T(H-\theta)c=0$ and $(H-\theta)c=r$,

$$(c+t)^T(H-\theta)(c+t)=2r^Tt+t^T(D-\theta)t+t^TOt. \tag{13}$$

Equation (12) says that $(D-\theta)t=-r$, so the middle term is $-r^Tt$. Division by the squared norm gives

$$\rho(c+t)-\theta=\frac{r^Tt+t^TOt}{|c+t|^2}. \tag{14}$$

The first term is the sum of the numerators of the separate energy changes (11),

$$r^Tt=-\sum_i\frac{r_i^2}{H_{ii}-\theta}. \tag{15}$$

The second term is the coupling among the changes, which one-at-a-time relaxation does not see. It can have either sign, and if positive and large it makes the full step raise the energy.

A four-state model shows this. Let the diagonal be $0,4,4,4$ eV, let the first state couple to each of the others by 1 eV, and let the upper states couple to one another by 3 eV. Starting from the first state, $\theta=0$ and $t=(0,-\tfrac14,-\tfrac14,-\tfrac14)$. Then $r^Tt=-0.75$ eV, and the six ordered pairs of upper states give $t^TOt=6\times3/16=1.125$ eV. Equation (14) yields
$$\frac{-0.75+1.125}{1+3/16}=0.316\ \text{eV}.$$
The energy rises although each coefficient, changed alone, would lower it.

The direction of $t$ is nevertheless useful. The normalized equal combination of the upper states has energy $4+2\times3=10$ eV and couples to the first state by $\sqrt3$ eV. Diagonalizing this $2\times2$ problem gives a lowest energy $5-\sqrt{25+3}=-0.292$ eV. It is the exact ground energy of the model, since the two remaining combinations decouple and both lie at $4-3=1$ eV.

## From a correction to an iteration

Davidson's method therefore uses $t$ to enlarge a search space and lets a small diagonalization choose the amplitudes. Let the orthonormal columns of $V$ span the current space. The lowest eigenpair of $V^THV$, with eigenvector $s$, gives $c=Vs$ and $\theta$. After $t$ has been orthogonalized to $V$ and added as a new column, the old $c$ is still available, so the lowest energy cannot rise.

The small eigenvalue equation also implies

$$V^Tr=V^THVs-\theta V^TVs=0. \tag{16}$$

The residual is orthogonal to the whole search space. If $\theta<H_{ii}$ wherever $r_i\ne0$, and $r\neq0$, then (15) gives $r^Tt<0$. A vector inside the space would have zero product with $r$, so $t$ must contain a new direction. Moreover, a step $c+\alpha t$ changes the energy by $2\alpha r^Tt$ to first order in $\alpha$, so a small positive $\alpha$ lowers it. The enlarged diagonalization must then lower it too.

A suitable start secures the condition on the denominators. Let $e_k$ be the basis vector with the smallest diagonal element, assumed nondegenerate, and start from $c=e_k$. Since $e_k$ remains in the search space, $\theta\le H_{kk}<H_{ii}$ for every $i\neq k$. Equation (16) also gives $r_k=0$ at every pass. In the first pass component $k$ of (12) is $0/0$; it is set to zero, because a change along $e_k$ would merely rescale the starting vector.

## The link to first-order perturbation theory

Take the starting vector $c=e_k$, and treat $D$ as the unperturbed matrix and $O$ as the perturbation, a choice called Epstein–Nesbet partitioning. Write

$$(D+\lambda O)(e_k+\lambda x+\lambda^2y+\cdots)=(E_0+\lambda E_1+\lambda^2E_2+\cdots)(e_k+\lambda x+\lambda^2y+\cdots), \tag{17}$$

with $x_k=y_k=0$, so that the coefficient of $e_k$ stays equal to one. At zeroth order $E_0=H_{kk}$. At first order, component $k$ gives $E_1=O_{kk}=0$. For $i\ne k$ the first-order equation is $(H_{ii}-H_{kk})x_i=-H_{ik}$, or

$$x_i=\frac{H_{ik}}{H_{kk}-H_{ii}}. \tag{18}$$

For this starting vector $\theta=H_{kk}$, and $r_i=H_{ik}$ for $i\neq k$. Equation (18) is therefore the same as (12): Davidson's first correction is the first-order perturbation vector. Both require $H_{ii}\neq H_{kk}$ for every coupled state. Component $k$ of the second-order equation gives the energy

$$E_2=\sum_{i\ne k}H_{ki}x_i=r^Tt. \tag{19}$$

The agreement has a simple reason. First-order theory connects each state $i$ to the reference but not to the other corrections, and one-at-a-time relaxation omits the same couplings.

At later passes $c$ is a mixture of basis vectors and, in general, no longer an eigenvector of $D$. To apply perturbation theory about $c$, an unperturbed matrix with $c$ as an eigenvector is needed. With $Q=1-cc^T$, choose

$$H_0=\theta cc^T+QDQ. \tag{20}$$

Since $Qc=0$, $H_0c=\theta c$, and the perturbation acting on $c$ gives $(H-H_0)c=r$. The first-order energy is $c^Tr=\theta-\theta=0$. The first-order vector $x$, taken orthogonal to $c$, obeys $(H_0-\theta)x=-r$. Because $Qx=x$, this reads

$$Q(D-\theta)x=-r,\qquad c^Tx=0. \tag{21}$$

Also $Qr=r$, so $Q[(D-\theta)x+r]=0$. The bracket must be a multiple of $c$, say $\varepsilon c$. Solving for the components gives

$$x_i=\frac{r_i-\varepsilon c_i}{\theta-H_{ii}},\qquad
\varepsilon=\frac{\sum_i c_ir_i/(\theta-H_{ii})}{\sum_i c_i^2/(\theta-H_{ii})}, \tag{22}$$

where $\varepsilon$ follows from $c^Tx=0$, provided that every $\theta-H_{ii}$ and also the sum $\sum_i c_i^2/(\theta-H_{ii})$ are nonzero. The sum can vanish when $\theta$ lies among the diagonal elements; it is negative, and so nonzero, when $\theta$ lies below all of them. Davidson's vector is obtained by setting $\varepsilon=0$. For $c=e_k$ this is no approximation: component $k$ of $(D-\theta)x+r=\varepsilon c$ reads $0=\varepsilon$. For a general $c$, Davidson's formula is first-order theory without the projection. The omitted term has components $-\varepsilon c_i/(\theta-H_{ii})$; it is generally not parallel to $c$, so the direction of the correction changes as well. The new search direction changes only if the parts of the two corrections outside the current search space are not parallel.

The projection also explains why a better approximation to $H$ in the denominator need not give a better correction. If $D$ is replaced by the full matrix, the equation $(H-\theta)t=-r$ has the solution $t=-c$ whenever $H-\theta$ is invertible, because $(H-\theta)c=r$. This adds nothing to the search space. The same happens to (12) if $H$ is diagonal: then $r_i=(H_{ii}-\theta)c_i$ and $t_i=-c_i$. Keeping the full $H$ together with the projection gives $Q(H-\theta)Qt=-r$ with $c^Tt=0$, the correction equation of the Jacobi–Davidson method.

## A three-state calculation

Consider, in eV,

$$H=\begin{pmatrix}0&1&0.5\\1&4&1\\0.5&1&6\end{pmatrix},\qquad c=(1,0,0). \tag{23}$$

Here $\theta=0$ and $r=(0,1,0.5)$ eV. Equation (12) gives $t_2=1/(0-4)=-0.2500$ and $t_3=0.5/(0-6)=-0.0833$. For state 2 alone, the exact change from (9) is $-0.5/(1+\sqrt{1.25})=-0.2361$. The simple change lowers the energy by 0.2353 eV and the exact one by 0.2361 eV, so an amplitude error of about 6% costs less than 0.4% of the energy gain.

For the two changes together, $r^Tt=-0.25-0.04167=-0.29167$ eV, and the coupling is $t^TOt=2(0.25)(0.08333)=0.04167$ eV. Equation (14) gives
$$\frac{-0.29167+0.04167}{1+0.06250+0.00694}=-0.2338\ \text{eV}.$$

The subspace diagonalization improves the amplitude. For $c+\alpha t$, the quadratic coefficient is $t^THt=0.29167+0.04167=0.33333$ eV, so

$$\rho(\alpha)=\frac{-0.58333\,\alpha+0.33333\,\alpha^2}{1+0.06944\,\alpha^2}\ \text{eV}. \tag{24}$$

Setting its derivative to zero leaves $0.02025\alpha^2+0.33333\alpha-0.29167=0$, after the cubic terms cancel as before. The root for the minimum is $\alpha=0.833$, and the energy is $-0.2429$ eV. The best step is shorter than the full one for two reasons. Without the coupling the quadratic coefficient would be 0.29167 eV, the condition would read $0.06944\alpha^2+\alpha-1=0$, and the normalization term alone would give $\alpha=0.939$. The positive coupling shortens the step further, to 0.833.

After normalization, $c=(0.97675,-0.20337,-0.06779)$ and $r=(0,0.04607,-0.13821)$ eV. The zero in $r$ is the one required by (16). The next corrections are

$$t_2=\frac{0.04607}{-4.24292}=-0.01086,\qquad
t_3=\frac{-0.13821}{-6.24292}=0.02214. \tag{25}$$

The projected first-order vector is $(-0.00072,-0.01085,0.02214)$, with $\varepsilon=-0.00018$ eV. The two differ mainly in the first component, where $c_i$ is largest and the denominator is smallest: $-\varepsilon c_1/(\theta-H_{11})=0.00018\times0.97675/(-0.24292)=-0.00072$. Adding Davidson's vector completes the three-dimensional space, and the third pass returns the exact lowest eigenvalue, $-0.2471$ eV.

## Lithium hydride

As a molecular case, take LiH at a chosen bond length of 1.60 angstrom, with full configuration interaction in the STO-3G basis. The matrix has 225 determinants. The starting vector is the Hartree–Fock determinant, which has the smallest diagonal element. The exact energy of this matrix is $-214.489$ eV ($-7.8823$ hartree), and the correlation energy in this basis, measured from Hartree–Fock, is $-0.557$ eV. These values describe the minimal-basis matrix and are not converged properties of the molecule: at the same bond length, full configuration interaction gives $-7.998$ hartree with a correlation energy of $-0.52$ eV in the 6-31G basis, and $-8.015$ hartree with $-0.85$ eV in cc-pVDZ.

The largest component of the first correction is

$$t_i=\frac{3.3722\ \text{eV}}{-28.2871\ \text{eV}}=-0.1192. \tag{26}$$

In the exact ground state the ratio of this coefficient to that of the Hartree–Fock determinant is $-0.1155$. The second-order energy (19) is $-0.552$ eV, about 99% of the correlation energy. This closeness belongs to the present matrix and is no general measure of accuracy: the fraction is about 89% in the 6-31G basis, and about 92% in STO-3G with the bond stretched to 3.0 angstrom. Moreover, the second-order energy is not a variational bound. The first subspace step, which is variational, lowers the energy by 0.541 eV, about 97% of the correlation energy.

Counting the starting determinant as pass 1, the energy error relative to the exact eigenvalue falls from 0.557 eV to 0.016 eV at pass 2 and $1.6\times10^{-6}$ eV at pass 5. The residual norm is below $10^{-5}$ eV at pass 8. If the bare residual is added to the space in place of $t$, the same threshold takes 22 passes. The two calculations differ in the denominators alone, so for this matrix the saving is due to them. The projected vector (22) also takes 8 passes: here the omitted projection does not change the count.

## Values computed for the example and the checks

```
THREE-STATE MODEL (energies in eV, vectors without unit)
matrix row [eV]:   0.00000   1.00000   0.50000
matrix row [eV]:   1.00000   4.00000   1.00000
matrix row [eV]:   0.50000   1.00000   6.00000
pass 1: theta = 0.000000 eV; c =   1.00000   0.00000   0.00000
  residual r [eV]:   0.00000   1.00000   0.50000
  theta - H_ii [eV]:   0.00000  -4.00000  -6.00000
  Davidson vector t:   0.00000  -0.25000  -0.08333
  r.t = -0.291667 eV; full step c+t changes energy by -0.233766 eV
  state 2 alone: simple -0.250000, exact -0.236068; energy change -0.235294, best -0.236068 eV
  state 3 alone: simple -0.083333, exact -0.082763; energy change -0.041379, best -0.041381 eV
pass 2: theta = -0.242915 eV; c =   0.97675  -0.20337  -0.06779
  residual r [eV]:   0.00000   0.04607  -0.13821
  theta - H_ii [eV]:  -0.24292  -4.24292  -6.24292
  Davidson vector t:   0.00000  -0.01086   0.02214
  r.t = -0.003560 eV; full step c+t changes energy by -0.004033 eV
  state 2 alone: simple -0.010858, exact -0.010833; energy change -0.000498, best -0.000498 eV
  state 3 alone: simple 0.022138, exact 0.022161; energy change -0.003067, best -0.003067 eV
pass 2 first-order vector:  -0.00072  -0.01085   0.02214; epsilon = -0.000180 eV
pass 3: theta = -0.247096 eV; exact = -0.247096 eV
error ratio on halving: c_i nonzero 4.000, c_i zero 7.993
FOUR-STATE MODEL: diagonal 0,4,4,4; coupling to state 1: 1.0; among upper states: 3.0 eV
start 0.000000, full step 0.315789, subspace step = exact -0.291503 eV
LiH, FCI/STO-3G, bond 1.60 angstrom, 225 determinants
Hartree-Fock energy: -213.932239 eV
exact FCI energy: -214.488973 eV = -7.88232438 hartree
correlation energy: -0.556734 eV
second-order energy r.t: -0.552267 eV
energy change after first subspace step: -0.540685 eV
largest first correction: r_i = 3.372211 eV, theta - H_ii = -28.287098 eV
  t_i = -0.119214; exact coefficient ratio = -0.115462
Davidson pass, energy error [eV], residual norm [eV]
  1  5.567e-01  3.848e+00
  2  1.605e-02  3.734e-01
  3  3.366e-03  2.478e-01
  4  1.272e-04  6.413e-02
  5  1.573e-06  7.944e-03
  6  1.315e-08  9.674e-04
  7  8.470e-11  8.925e-05
  8  9.095e-13  7.662e-06
passes to residual norm below 1e-05 eV:
  Davidson vector: 8
  bare residual: 22
  projected first-order vector: 8
```
